# Exact triples and quadruples in CCSD, and the tailored alternative

## Problem

A closed-shell determinant $|\Phi\rangle$ is the reference for a molecule with a nonrelativistic Hamiltonian $H$, which contains one- and two-body terms and the nuclear repulsion. A configuration-interaction (CI) vector is scaled so that the coefficient of $|\Phi\rangle$ is one:

$$
\frac{|\Psi\rangle}{c_0}=(1+C_1+C_2+\cdots)|\Phi\rangle ,\qquad c_0=\langle\Phi|\Psi\rangle\neq0 .
$$

Here $C_k$ excites $k$ electrons from occupied to virtual orbitals; $k$ is called the rank. "Exact" means full CI in the given orbital basis.

**(a)** Define $T=T_1+T_2+\cdots$ by $e^T=1+C$, where $C=C_1+C_2+\cdots$. Find $T_1$ to $T_4$ from $C_1$ to $C_4$. What becomes of $C_4$ and $T_4$ for two distant H$_2$ molecules?

**(b)** A linear, equally spaced H$_4$ chain with spacing 1.5 Å is treated in the 6-31G basis with restricted Hartree–Fock (RHF) orbitals. A complete-active-space CI, CASCI, places four electrons in orbitals 1 to 4, of which 1 and 2 are occupied in $|\Phi\rangle$. Name the single excitations

$$
A:1\to3,\quad B:2\to4,\quad C:1\to4,\quad D:2\to3 .
$$

Let $u_{XY}$ be the doubles amplitude for excitation $X$ of an $\alpha$ electron and $Y$ of a $\beta$ electron. Cluster analysis gives

$$
\begin{aligned}
&u_{AA}=-0.099267,\quad u_{BB}=-0.074886,\quad u_{AB}=0.155171,\\
&u_{CC}=-0.114838,\quad u_{DD}=-0.310219,\quad u_{CD}=0.102498,
\end{aligned}
$$

with $u_{XY}=u_{YX}$ and vanishing amplitudes that mix $A$ or $B$ with $C$ or $D$. The only quadruple has $C_4=0.0742020$. Its products containing $T_1$ are $T_1T_3=4.051\times10^{-4}$, $T_1^2T_2/2=-2.699\times10^{-6}$ and $T_1^4/24=3.321\times10^{-9}$. Find its $T_4$ amplitude.

**(c)** Show that the coupled-cluster singles and doubles equations, with the exact $T_3$ and $T_4$ inserted as fixed numbers, have the exact $T_1$, $T_2$ and energy as a solution. Is this solution isolated?

**(d)** Replace the exact $T_3$ and $T_4$ by those of CASCI. What is the resulting energy if external amplitudes, those with at least one orbital outside the active space, are set to zero? What changes when external singles and doubles are admitted?

**(e)** Tailored CCSD instead freezes the active $T_1$ and $T_2$ at their CASCI values and omits explicit $T_3$ and $T_4$. Contrast its equations with those of (d), and use the numerical results for the chain to identify its error.

## Solution

### (a) Cluster analysis

Each elementary excitation has the form $a_a^\dagger a_i$, with $i$ occupied and $a$ virtual in $|\Phi\rangle$. Two such operators commute: the annihilators and creators refer to disjoint sets of orbitals, and exchanging two pairs of fermion operators gives no sign. All the $T_k$ therefore commute, and products of ranks beyond the number of electrons vanish. Hence $T=\ln(1+C)$ is a finite series.

To find its parts, collect the terms of each rank in

$$
e^T=1+T+\frac{T^2}{2}+\frac{T^3}{6}+\frac{T^4}{24}+\cdots .
$$

At rank three, $T^2/2$ contains $T_1T_2$ twice, which removes the factor one half. At rank four, $T^2/2$ gives $T_1T_3+T_2^2/2$, and $T^3/6$ gives three orderings of $T_1^2T_2$, hence $T_1^2T_2/2$. Thus

$$
\begin{aligned}
C_1&=T_1,\\
C_2&=T_2+\tfrac12T_1^2,\\
C_3&=T_3+T_1T_2+\tfrac16T_1^3,\\
C_4&=T_4+T_1T_3+\tfrac12T_2^2+\tfrac12T_1^2T_2+\tfrac1{24}T_1^4 .
\end{aligned}
$$

Solving from the top determines every $T_k$ uniquely:

$$
\begin{aligned}
T_1&=C_1,\\
T_2&=C_2-\tfrac12T_1^2,\\
T_3&=C_3-T_1T_2-\tfrac16T_1^3,\\
T_4&=C_4-T_1T_3-\tfrac12T_2^2-\tfrac12T_1^2T_2-\tfrac1{24}T_1^4 .
\end{aligned}
$$

The condition $c_0\neq0$ is essential. For a normalized $|\Psi\rangle$ the squared scaled coefficients of the excited determinants sum to $1/c_0^2-1$, so a small $c_0$ makes their total norm large. An individual coefficient exceeds one in magnitude only when some determinant outweighs the reference. A small $c_0$ alone does not spoil a truncation of $T$. For many noninteracting H$_2$ molecules, $c_0$ is the product of the molecular values and tends to zero as molecules are added, while the product argument below shows that $T$ still ends at rank two.

For two noninteracting molecules $X$ and $Y$, with a reference that is a product of their closed-shell determinants, the ground state is also a product:

$$
e^{T_X}e^{T_Y}|\Phi\rangle=e^{T_X+T_Y}|\Phi\rangle .
$$

Thus $T=T_X+T_Y$. An H$_2$ molecule has two electrons, so neither term exceeds rank two, and $T_3=T_4=0$. The CI coefficient $C_4$ survives because both molecules can be doubly excited at once. For a pair 100 Å apart, each molecule stretched to 1.5 Å and treated in the 6-31G basis, the calculation finds a largest $|C_4|$ of 0.096 (about 0.076 in the cc-pVDZ basis), while the largest $T_3$ or $T_4$ amplitude is about $2\times10^{-8}$ in magnitude. A large $C_4$ is therefore no evidence by itself of a four-electron correlation; $T_4$ measures what products of lower clusters do not supply.

### (b) The quadruple of the active space

Let $A_\alpha=a_{3\alpha}^\dagger a_{1\alpha}$, and similarly for the other excitations and for spin $\beta$. Amplitudes multiply operators whose holes and particles are each in ascending order. The $\alpha$ half of the quadruple is therefore $Q_\alpha=A_\alpha B_\alpha$. The other way to excite both electrons is

$$
C_\alpha D_\alpha
=a_{4\alpha}^\dagger a_{1\alpha}a_{3\alpha}^\dagger a_{2\alpha}
=-a_{3\alpha}^\dagger a_{1\alpha}a_{4\alpha}^\dagger a_{2\alpha}
=-Q_\alpha ,
$$

because the two creators have been exchanged. Every other product of two different same-spin excitations uses one orbital twice and vanishes, as do the squares.

The active doubles operator is

$$
T_2=s(Q_\alpha+Q_\beta)+\sum_{X,Y}u_{XY}X_\alpha Y_\beta .
$$

The same-spin amplitude $s$ follows from the singlet form of $T_2$. In that form, one spatial amplitude multiplies a product of two spin-summed excitations. The route $A,B$ contributes $u_{AB}$ to $Q_\alpha$, and the route $C,D$ contributes $-u_{CD}$, by the sign just found:

$$
s=u_{AB}-u_{CD}=0.155171-0.102498=0.052673 .
$$

Now square $T_2$. The cross term of $Q_\alpha$ and $Q_\beta$ occurs twice, so $T_2^2/2$ contains $s^2$. In the square of the opposite-spin sum, $X$ must be paired with its partner: $A$ with $B$, or $C$ with $D$. The same holds for $Y$. Each unordered product again occurs twice and cancels the one half. Products in which one spin follows $A,B$ and the other $C,D$ have a minus sign, but they contain the vanishing mixed amplitudes. When both spins follow $C,D$, the two minus signs cancel. Hence the coefficient of $Q_\alpha Q_\beta$ is

$$
\left[\tfrac12T_2^2\right]_Q
=s^2+u_{AA}u_{BB}+u_{AB}^2+u_{CC}u_{DD}+u_{CD}^2 .
$$

The numbers are

$$
\begin{aligned}
\left[\tfrac12T_2^2\right]_Q
&=0.002774+0.007434+0.024078\\
&\quad+0.035625+0.010506=0.080417 .
\end{aligned}
$$

With the remaining products,

$$
\begin{aligned}
T_4&=0.0742020-0.0004051-0.0804169\\
&\quad+0.0000027-0.0000000\\
&=-0.00662 .
\end{aligned}
$$

The disconnected pairs slightly overshoot the CI coefficient, and the connected amplitude corrects them with a negative sign. Full CI in all eight orbitals gives $-0.00818$ for the same amplitude. Both values depend on the basis: in cc-pVDZ the CASCI and full-CI amplitudes are $-0.00468$ and $-0.00573$. CASCI thus supplies an approximation even to the active part of $T_4$, since its active electrons have not responded to correlation involving the other orbitals.

### (c) Why the singles and doubles equations become exact

Let $T$ be the complete cluster operator of the full-CI state. Multiplying $He^T|\Phi\rangle=Ee^T|\Phi\rangle$ from the left by $e^{-T}$ gives

$$
e^{-T}He^T|\Phi\rangle=E|\Phi\rangle .
$$

Projection on any excited determinant $\langle\mu|$ gives zero. In particular,

$$
R_\mu\equiv\langle\mu|e^{-T}He^T|\Phi\rangle=0,
\qquad \mu\in\{\text{singles, doubles}\}.
$$

It remains to find which clusters these equations contain. Since $H$ has at most two-body terms, it changes the rank of a determinant by at most two. The operator $e^{-T}$ never lowers the rank. To reach a determinant of rank $m$ at the end, the component of $e^T|\Phi\rangle$ on which $H$ acts must therefore have rank at most $m+2$. For singles this limit is three, and for doubles it is four. A component of rank $k$ contains no cluster above $T_k$, as the formulas in (a) show. The factor $e^{-T}$ can contribute at most $T_2$ when the final rank is two.

The singles equations thus contain clusters up to $T_3$, and the doubles equations clusters up to $T_4$. Deleting $T_5$ and higher clusters does not alter them. If the exact $T_3$ and $T_4$ are held fixed, the exact $T_1$ and $T_2$ satisfy every remaining equation.

The energy is the projection on $\langle\Phi|$. Since $\langle\Phi|e^{-T}=\langle\Phi|$ and $H$ connects the reference to ranks no higher than two,

$$
E=\langle\Phi|H\left(1+T_1+T_2+\tfrac12T_1^2\right)|\Phi\rangle .
$$

The energy is exact at this solution because $T_1$ and $T_2$ are exact. The triples and quadruples influence it through the equations that determine $T_1$ and $T_2$. The argument would fail for a Hamiltonian with three-body terms, which could bring $T_5$ into the doubles equations.

The H$_4$ chain has no $T_5$, so it cannot test the last deletion. A linear H$_6$ chain with spacing 1.3 Å in the STO-3G basis can. With $T_5$ and $T_6$ removed, or replaced by random amplitudes, its singles and doubles equations still hold. The triples equations do not: removing $T_5$ and $T_6$ leaves a largest residual of $1.6\times10^{-5}$ hartree ($E_{\rm h}$). The truncated cluster operator therefore gives the exact energy without representing the exact wavefunction.

**Isolation of the solution.** The equations are nonlinear and can have other roots. Let $\tau_\nu$ be the excitation operator belonging to the amplitude $t_\nu$. It commutes with $T$, so differentiating the two exponentials gives $-\tau_\nu$ on the left of $H$ and $+\tau_\nu$ on its right:

$$
J_{\mu\nu}=\frac{\partial R_\mu}{\partial t_\nu}
=\langle\mu|e^{-T}[H,\tau_\nu]e^T|\Phi\rangle .
$$

If this matrix is nonsingular, the inverse-function theorem makes the root locally unique. For the chain at 1.5 Å the smallest singular value of $J$ is $0.054\,E_{\rm h}$, so the exact root is isolated. Newton iterations started from the ordinary CCSD amplitudes reach it, and its energy agrees with full CI to numerical precision. This does not exclude other, distant roots.

The same matrix shows what happens when the inserted clusters have small errors. Write $x$ for $T_1,T_2$ and $y$ for $T_3,T_4$. Linearizing $R(x,y)=0$ gives

$$
J\,\delta x+\frac{\partial R}{\partial y}\,\delta y=0,
\qquad
\delta x=-J^{-1}\frac{\partial R}{\partial y}\,\delta y .
$$

In general the energy error is therefore of first order in $\delta y$, and a nearly singular $J$ can amplify it. Exact $T_3$ and $T_4$ already require the full-CI state, so the practical use of the result lies in approximating them.

### (d) Triples and quadruples from CASCI

Externally corrected CCSD, or ec-CCSD, inserts the CASCI $T_3$ and $T_4$ and solves the equations for all singles and doubles, active and external.

First suppress the external amplitudes. Let $P$ project on the active determinants and let $T^{\rm cas}$ be the CASCI cluster operator. The CASCI equation is

$$
PHe^{T^{\rm cas}}|\Phi\rangle
=E_{\rm cas}e^{T^{\rm cas}}|\Phi\rangle .
$$

The vector $He^{T^{\rm cas}}|\Phi\rangle$ also has components outside the active space. An active excitation cannot remove an external excitation already present, so $e^{-T^{\rm cas}}$ does not carry these components back. For an active excited determinant $\mu$,

$$
\begin{aligned}
\langle\mu|e^{-T^{\rm cas}}He^{T^{\rm cas}}|\Phi\rangle
&=\langle\mu|e^{-T^{\rm cas}}PHe^{T^{\rm cas}}|\Phi\rangle\\
&=E_{\rm cas}\langle\mu|\Phi\rangle=0 .
\end{aligned}
$$

The same calculation with $\mu$ replaced by $\Phi$ gives the energy $E_{\rm cas}$. The CASCI singles and doubles therefore solve the active equations, and the energy is that of CASCI. The numerical solution confirms this: both energies are $-2.081946\,E_{\rm h}$.

When external singles and doubles are admitted, they enter the active equations through $H$. The active $T_1$ and $T_2$ must then change to keep those equations satisfied. The active $T_3$ and $T_4$ remain at their CASCI values, and the external ones remain absent. These are the two approximations of the method. Both disappear if the active space contains all orbitals. If it admits no triples or quadruples, the method reduces to ordinary CCSD.

### (e) Tailored CCSD

Tailored CCSD uses

$$
T^{\rm tcc}=T_1^{\rm cas}+T_2^{\rm cas}+T_1^{\rm ext}+T_2^{\rm ext}
$$

and solves

$$
\langle\mu|e^{-T^{\rm tcc}}He^{T^{\rm tcc}}|\Phi\rangle=0,
\qquad \mu\in\{\text{external singles and doubles}\}.
$$

The active equations are not imposed. Active triples and quadruples have influenced the CASCI values of $T_1$ and $T_2$, but they do not appear in the external equations. The flow of information differs from that in ec-CCSD: active amplitudes act on external ones, with no action in return.

This lack of return can be measured. Adding the CASCI $T_3$ and $T_4$ to the tailored amplitudes leaves a largest active residual of $3.9\times10^{-3}\,E_{\rm h}$. By the result of (d), it would be zero without external amplitudes.

If the active space contains all orbitals, tailored CCSD also gives full CI, but for a different reason: no equation remains to be solved, and the frozen $T_1$ and $T_2$ give the exact energy directly.

The errors below are relative to full CI in the 6-31G basis, in millihartree. Basis-set error and relativistic effects are not included. The entries are not converged with respect to the basis. In cc-pVDZ, again with the four lowest RHF orbitals active and relative to full CI in that basis, the four rows read 49.69, 1.02, 1.18, 2.22 at 1.5 Å and 41.81, −0.58, 0.82, 3.20 at 1.8 Å.

| Method | 1.5 Å | 1.8 Å |
|---|---:|---:|
| CASCI | 26.33 | 24.78 |
| CCSD | 0.06 | −1.85 |
| ec-CCSD, CASCI $T_3,T_4$ | 0.29 | 0.11 |
| Tailored CCSD | 2.92 | 4.06 |

At 1.5 Å the ec-CCSD and tailored errors correspond to 0.75 and 7.66 kJ/mol. Ordinary CCSD is closer to full CI than either at this spacing. At 1.8 Å its energy lies below full CI, which is possible because the projected energy is not a variational expectation value, and ec-CCSD is then the closest of the four in this basis. In cc-pVDZ the order changes: CCSD, at −0.58, is closer than ec-CCSD, at +0.82.

The small CCSD error at 1.5 Å can be analysed by removing the higher clusters in two steps:

1. Start from exact $T_3$ and $T_4$, where the error is zero. Remove their external parts, keep the exact active parts, and solve again for all singles and doubles. The error becomes $+0.364$ m$E_{\rm h}$.
2. Remove the active parts as well. This gives CCSD, with error $+0.056$ m$E_{\rm h}$, a change of $-0.308$ m$E_{\rm h}$.

In this order of removal and in this basis, the two omissions largely cancel. In cc-pVDZ the same steps give $+1.215$ and $+1.021$ m$E_{\rm h}$, so the cancellation there is slight; the rest of this paragraph refers to 6-31G. CASCI clusters restore most of the active contribution and so undo much of the cancellation, which is why adding them makes the energy worse here. Their own inaccuracy then helps: replacing the exact active $T_3$ and $T_4$ by the CASCI ones lowers the error from 0.364 to 0.285 m$E_{\rm h}$. A better $T_3$ or $T_4$ need not give a better energy while other parts are missing.

For tailored CCSD, two further calculations at 1.5 Å separate the frozen amplitudes from the omitted clusters:

- With the active $T_1$ and $T_2$ frozen at their full-CI values, and $T_3$ and $T_4$ still omitted, the error is 0.082 m$E_{\rm h}$.
- With the active $T_1$ and $T_2$ frozen at their CASCI values, and the exact $T_3$ and $T_4$ inserted in the external equations, the error is 2.836 m$E_{\rm h}$.

Neither calculation is exact. The first still lacks terms in the external equations. The second has wrong active amplitudes, which enter the energy directly and also disturb the external equations. Correcting the frozen amplitudes removes nearly all of the original 2.918 m$E_{\rm h}$, whereas correcting the higher clusters removes 0.083 m$E_{\rm h}$. For this chain and active space, the tailored error comes mainly from freezing the active singles and doubles before they can respond to external correlation. In cc-pVDZ the two calculations give 0.413 and 1.806 m$E_{\rm h}$ against a tailored error of 2.220 m$E_{\rm h}$. Freezing still dominates there, but correcting it removes about four fifths of the error rather than nearly all.

The amplitudes agree with this reading. The norm of the difference between the active $T_1,T_2$ and their full-CI values is 0.0156 in tailored CCSD and 0.0035 in ec-CCSD. For the external amplitudes the corresponding distances are 0.0031 and 0.0022. Relaxation thus brings the active amplitudes much closer to full CI here, although the fixed $T_3$ and $T_4$ of ec-CCSD come from the same CASCI vector that supplies the frozen tailored amplitudes. The numerical check covers one molecule and one choice of active space, so it does not establish a general ranking of the two methods.

## Table of computed values

```
Distant H2 pair: largest |C4| = 0.095988
Distant H2 pair: largest |T3|,|T4| = 2.0e-08
H6 chain, STO-3G, spacing 1.3 angstrom:
  full CI energy = -3.09782565 Eh
  CCSD error = -0.1020 mEh
  error with exact T3,T4 = -2.5e-09 mEh
  norm of T5 = 3.99e-04, norm of T6 = 5.66e-04
  largest triples residual without T5,T6 = 1.62e-05 Eh
  largest doubles residual without T4 = 2.05e-03 Eh
H4 chain, 6-31G, CAS(4,4), spacing 1.5 angstrom:
  |c0|: full CI 0.89659, CASCI 0.91053
  RHF energy = -1.99756550 Eh
  full CI energy = -2.10828043 Eh
  CASCI energy = -2.08194588 Eh
  CCSD: E = -2.10822427 Eh, error = 0.0562 mEh = 0.147 kJ/mol
  ec-CCSD, CASCI T3,T4: E = -2.10799528 Eh, error = 0.2851 mEh = 0.749 kJ/mol
  tailored CCSD: E = -2.10536216 Eh, error = 2.9183 mEh = 7.662 kJ/mol
  ec-CCSD, exact T3,T4: error = -7.9e-11 mEh
  CASCI amplitudes, A:1->3 B:2->4 C:1->4 D:2->3 (alpha,beta):
    t1: A -0.003582, B -0.016089
    t2: AA -0.099267, BB -0.074886, AB 0.155171, CC -0.114838, DD -0.310219, CD 0.102498
    same-spin t2 = 0.052673; largest mixed AC,AD,BC,BD = 1.2e-15
    quadruple: C4 = 0.0742020
      T1T3 = 4.051e-04
      T2^2/2 = 0.0804169
      T1^2T2/2 = -2.699e-06
      T1^4/24 = 3.321e-09
      T4 = -0.0066172; full CI value = -0.0081784
    norm of T3: CASCI 0.020474, full CI 0.028808
  smallest Jacobian singular value = 0.0541 Eh
  ec-CCSD without external T: E = -2.08194588 Eh
  active residual, tailored T1,T2 + CASCI T3,T4 = 3.91e-03 Eh
  full-CI active T3,T4 only, all T1,T2 solved: error = 0.3640 mEh
  tailored with full-CI active T1,T2: error = 0.0819 mEh
  CASCI active T1,T2 frozen, exact T3,T4: error = 2.8357 mEh
  ec-CCSD T1,T2 distance from full CI: active 0.003488, external 0.002217
  tailored T1,T2 distance from full CI: active 0.015616, external 0.003092
H4 chain, 6-31G, CAS(4,4), spacing 1.8 angstrom:
  |c0|: full CI 0.81644, CASCI 0.83337
  RHF energy = -1.89753427 Eh
  full CI energy = -2.05325104 Eh
  CASCI energy = -2.02847372 Eh
  CCSD: E = -2.05510352 Eh, error = -1.8525 mEh = -4.864 kJ/mol
  ec-CCSD, CASCI T3,T4: E = -2.05314326 Eh, error = 0.1078 mEh = 0.283 kJ/mol
  tailored CCSD: E = -2.04918973 Eh, error = 4.0613 mEh = 10.663 kJ/mol
  ec-CCSD, exact T3,T4: error = 8.9e-13 mEh
```
